**Upper bound on a dopant's interstitial fraction from oxidation-retarded diffusion**

If oxidation gives a diffusivity ratio r = D/D\* < 1 with mean interstitial supersaturation above one, and interstitials and vacancies are in local recombination equilibrium, then f ≤ B(r) = [1 − √(1 − r²)]/2. Here f is the fraction of the inert diffusivity D\* carried by interstitials, s and v are the interstitial and vacancy concentrations relative to the inert anneal, and p = sv. The program asserts the minimum of r over s, the two branches of allowed f, and the inversion formula by numerical search and brute-force scans. It also asserts the bound for randomly fluctuating supersaturations, for p different from one, and with a direct-exchange share. A three-species pair model supports the transport law ∂C/∂t = ∂²(DC)/∂x², with an error of 0.32 % of the peak against 4.39 % for Fick's form. In a synthetic buried antimony layer with hidden f = 0.02, the fitted widths give r = 0.377 and the bound 0.037, or 0.022 if the mean supersaturation is known. The output also shows that vacancies supplied by the surface can raise r appreciably, which loosens the bound without invalidating it in the four cases computed.

## Verification by program

```python
# Result under test: a dopant whose diffusivity ratio during oxidation is r < 1,
# with mean interstitial supersaturation above 1 and local recombination
# equilibrium, has interstitial fraction f <= B(r) = (1 - sqrt(1 - r^2))/2.
# s = C_I/C_I*, v = C_V/C_V*, p = s*v (equilibrium: p = 1),
# r = D/D* = f*s + (1-f)*v, D* = diffusivity in an inert anneal.
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm, solve_banded
from scipy.optimize import minimize_scalar, curve_fit

rng = np.random.default_rng(7)


def bound(r, p=1.0):
    return 0.5 * (1 - np.sqrt(1 - r**2 / p))


def ratio(f, s):
    return f * s + (1 - f) / s


# --- Test: minimum of the ratio over supersaturation, by numerical search
for f in (0.01, 0.1, 0.3, 0.45):
    res = minimize_scalar(lambda y: ratio(f, np.exp(y)), bounds=(-6, 6),
                          method="bounded", options={"xatol": 1e-9})
    assert abs(res.fun - 2 * np.sqrt(f * (1 - f))) < 1e-9
    assert abs(np.exp(res.x) / np.sqrt((1 - f) / f) - 1) < 1e-4

# --- Test: set of fractions compatible with r, by brute-force scan
f_grid = np.linspace(0, 1, 4001)[:, None]
s_grid = np.geomspace(1.0001, 1000, 1500)[None, :]
low_inj = ratio(f_grid, s_grid).min(axis=1)
low_vac = ratio(f_grid, 1 / s_grid).min(axis=1)
for r in (0.2, 0.35, 0.6, 0.9):
    assert abs(f_grid[low_inj <= r, 0].max() - bound(r)) < 6e-4
    assert abs(f_grid[low_vac <= r, 0].min() - (1 - bound(r))) < 6e-4
    s_scan = np.geomspace(1.0001, 1000, 200001)
    inverted = (r * s_scan - 1) / (s_scan**2 - 1)
    s_best = (1 + np.sqrt(1 - r * r)) / r
    assert abs(inverted.max() - bound(r)) < 1e-7
    assert abs(s_scan[inverted.argmax()] / s_best - 1) < 1e-3

# --- Test: bound for averages over fluctuating histories (some s below 1)
n_hist = 100000
f_r = rng.uniform(0, 1, n_hist)
level = rng.uniform(-1, 3, n_hist)[:, None]
spread = rng.uniform(0, 1, n_hist)[:, None]
hist = np.exp(level + spread * rng.normal(size=(n_hist, 12)))
r_avg = f_r * hist.mean(axis=1) + (1 - f_r) * (1 / hist).mean(axis=1)
use = (hist.mean(axis=1) > 1) & (r_avg < 1)
assert use.sum() > 1000 and (hist[use].min(axis=1) < 1).sum() > 100
assert np.all(f_r[use] <= bound(r_avg[use]) + 1e-12)

# --- Test: imperfect recombination (p not 1) and a direct-exchange share
n_s = 400000
p_r = rng.uniform(0.5, 1.5, n_s)
s_r = np.exp(rng.uniform(0, 3, n_s))
v_r = p_r / s_r
ex = rng.uniform(0, 0.3, n_s) * (rng.uniform(size=n_s) < 0.5)
f_r = rng.uniform(0, 1, n_s) * (1 - ex)
r_r = ex + f_r * s_r + (1 - ex - f_r) * v_r
use = (v_r <= 1) & (s_r > v_r) & (r_r**2 < p_r)
gap = bound(r_r[use], p_r[use]) - f_r[use]
assert use.sum() > 1000 and gap.min() > -1e-12 and gap.min() < 1e-3

# --- Test: transport law from a model with substitutional dopant and two
# --- kinds of mobile pair (lattice units), supersaturation varying in depth
n = 161
x_l = np.arange(n) - 80.0
lap = np.diag(-2.0 * np.ones(n)) + np.eye(n, k=1) + np.eye(n, k=-1)
lap[0, 0] = lap[-1, -1] = -1
s_l = 1 + 4 * np.exp(-x_l / 40)
f_l, form, diss, t_l = 0.6, 0.01, 10.0, 1.0e4
a_i, a_v = form * f_l * s_l, form * (1 - f_l) / s_l
one, zero = np.eye(n), np.zeros((n, n))
model = np.block([[-np.diag(a_i + a_v), diss * one, diss * one],
                  [np.diag(a_i), lap - diss * one, zero],
                  [np.diag(a_v), zero, lap - diss * one]])
c0 = np.exp(-x_l**2 / 18)
start = np.concatenate([c0, np.zeros(2 * n)])
full = (expm(model * t_l) @ start).reshape(3, n).sum(axis=0)
d_l = form / diss * ratio(f_l, s_l)
pair_law = expm(lap @ np.diag(d_l) * t_l) @ c0
grad = np.eye(n, k=1)[:-1] - np.eye(n)[:-1]
d_mid = 0.5 * (d_l[1:] + d_l[:-1])
fick_law = expm(-grad.T @ np.diag(d_mid) @ grad * t_l) @ c0
err_pair = np.abs(full - pair_law).max() / full.max()
err_fick = np.abs(full - fick_law).max() / full.max()
assert err_pair < 0.01 and err_fick > 5 * err_pair

# --- Worked example: buried antimony layer in silicon (rough/chosen values)
temp_k, t_ox = 1373.15, 3600.0        # K, s
d_star = 0.8                          # nm^2/s (= 8e-15 cm^2/s)
f_true, depth, sig0 = 0.02, 2000.0, 40.0   # -, nm, nm
amp, reach, t_fade = 4.0, 10000.0, 1200.0  # -, nm, s
dose = 1e13                           # cm^-2


def supersat(x, t):
    return 1 + amp * np.exp(-x / reach) / np.sqrt(1 + t / t_fade)


x = depth + np.arange(-700.0, 701.0, 4.0)
dx = x[1] - x[0]


def gauss(z, height, centre, width):
    return height * np.exp(-(z - centre)**2 / (2 * width**2))


def fitted_width(oxidizing, fick=False, steps=300):
    c, dt = gauss(x, 1.0, depth, sig0), t_ox / steps
    for j in range(steps):
        s = supersat(x, (j + 0.5) * dt) if oxidizing else np.ones_like(x)
        d = d_star * ratio(f_true, s) * dt / (2 * dx**2)
        if fick:
            m = 0.5 * (d[1:] + d[:-1])
            up, lo = m, m
            di = -(np.append(m, d[-1]) + np.append(d[0], m))
        else:
            up, lo, di = d[1:], d[:-1], -2 * d
        rhs = c * (1 + di)
        rhs[:-1] += up * c[1:]
        rhs[1:] += lo * c[:-1]
        ab = np.zeros((3, x.size))
        ab[0, 1:], ab[1], ab[2, :-1] = -up, 1 - di, -lo
        c = solve_banded((1, 1), ab, rhs)
    par, _ = curve_fit(gauss, x, c, p0=(c.max(), depth, 60.0))
    return abs(par[2])


w_inert, w_ox = fitted_width(False), fitted_width(True)
w_fick = fitted_width(True, fick=True)
assert abs(w_inert**2 / (sig0**2 + 2 * d_star * t_ox) - 1) < 2e-3
r_obs = (w_ox**2 - sig0**2) / (w_inert**2 - sig0**2)
r_fick = (w_fick**2 - sig0**2) / (w_inert**2 - sig0**2)
s_mean = quad(lambda t: supersat(depth, t), 0, t_ox)[0] / t_ox
v_mean = quad(lambda t: 1 / supersat(depth, t), 0, t_ox)[0] / t_ox
r_quad = f_true * s_mean + (1 - f_true) * v_mean
assert abs(r_obs / r_quad - 1) < 0.01
b_obs = bound(r_obs)
b_known = (r_obs * s_mean - 1) / (s_mean**2 - 1)
assert f_true < b_known < b_obs and s_mean > 1 / r_obs

# --- Neglected effects: steady vacancy balance l^2 v'' = s v - 1 (micrometres)
z = np.arange(0, 40.001, 0.02)
hz = z[1] - z[0]


def vacancies(s, length, source):
    g = (length / hz)**2
    ab = np.zeros((3, z.size))
    ab[0, 1:], ab[1], ab[2, :-1] = -g, 2 * g + s, -g
    rhs = np.ones_like(z)
    if source:                         # surface holds v = 1
        ab[1, 0], ab[0, 1] = 1, 0
    else:                              # no vacancy flux through surface
        ab[0, 1] = -2 * g
    ab[1, -1], ab[2, -2], rhs[-1] = 1, 0, 1 / s[-1]
    return solve_banded((1, 1), ab, rhs)


flat = vacancies(3 * np.ones_like(z), 1.3, True)
assert np.abs(flat - (1 + 2 * np.exp(-z * np.sqrt(3) / 1.3)) / 3).max() < 1e-3

radius = 5e-8                          # cm, capture radius (rough)
s_mid = supersat(z * 1000, t_ox / 2)
i_lay = int(round(depth / 1000 / hz))
s_lay = s_mid[i_lay]
rows = []
for c_i in (1e14, 1e13):               # cm^-3, equilibrium interstitials (rough)
    heal = 1e4 / np.sqrt(4 * np.pi * radius * c_i)   # micrometres, upper limit
    for source in (True, False):
        p_lay = s_lay * vacancies(s_mid, heal, source)[i_lay]
        r_lay = f_true * s_lay + (1 - f_true) * p_lay / s_lay
        rows.append((c_i, heal, source, p_lay, r_lay))
kt = k_B * temp_k / q_e
barrier = 2 * kt * np.log(depth / 1000 * np.sqrt(s_lay) / rows[0][1])
dc_i = 5e7                             # cm^-1 s^-1, D_I*C_I* (rough)
rate = 4 * np.pi * radius * dc_i
tau = 1 / (rate * s_lay)
sol = solve_ivp(lambda t, y: -rate * (s_lay * y - 1), (0, tau), [1.0],
                rtol=1e-9, atol=1e-12)
left = (sol.y[0, -1] - 1 / s_lay) / (1 - 1 / s_lay)
assert abs(left - np.exp(-1)) < 1e-6
peak = dose / (np.sqrt(2 * np.pi) * sig0 * 1e-7)
n_i = 1e19                             # cm^-3 at this temperature (rough)
n_rel = peak / (2 * n_i) + np.sqrt((peak / (2 * n_i))**2 + 1)
eaten = 50.0                           # nm of silicon consumed (rough)
ds_eaten = supersat(depth - eaten, 0) / supersat(depth, 0) - 1

print(f"pair-model test: error of d2(DC)/dx2 law = {100*err_pair:.2f} % of peak")
print(f"pair-model test: error of Fick form = {100*err_fick:.2f} % of peak")
print("bound B(r) for given r (dimensionless):")
for r in (0.2, 0.4, 0.6, 0.8):
    print(f"  r = {r:.1f}  B = {bound(r):.4f}  s_m = {(1+np.sqrt(1-r*r))/r:.3f}")
print(f"series at fixed f = {f_true} (uniform supersaturation s):")
for s in (2.0, 4.0, 7.0, 12.0, 30.0):
    r = ratio(f_true, s)
    print(f"  s = {s:4.1f}  r = {r:.4f}  B = {bound(r):.4f}")
print(f"example: temperature = {temp_k:.2f} K, time = {t_ox:.0f} s, kT = {kt:.4f} eV")
print(f"inert diffusivity = {d_star*1e-14:.1e} cm2/s, hidden f = {f_true}")
print(f"layer depth = {depth:.0f} nm, initial width = {sig0:.0f} nm")
print(f"supersaturation: amplitude {amp:.0f}, reach {reach/1000:.0f} um, "
      f"fade time {t_fade:.0f} s")
print(f"s at layer: start {supersat(depth,0):.3f}, end {supersat(depth,t_ox):.3f}")
print(f"time means at layer: <s> = {s_mean:.4f}, <1/s> = {v_mean:.4f}")
print(f"fitted width: inert = {w_inert:.2f} nm, oxidized = {w_ox:.2f} nm")
print(f"r from widths = {r_obs:.4f}, r from time means = {r_quad:.4f}")
print(f"upper bound B(r) = {b_obs:.4f}")
print(f"upper bound with <s> known, h(S) = {b_known:.4f}")
print(f"lower limit on <s> from r alone, 1/r = {1/r_obs:.3f}")
print(f"s_m for this r = {(1+np.sqrt(1-r_obs**2))/r_obs:.3f}")
print(f"B if r is 10 % larger = {bound(1.1*r_obs):.4f}, "
      f"10 % smaller = {bound(0.9*r_obs):.4f}")
print(f"r if Fick form held = {r_fick:.4f}")
print(f"recombination at layer, mid-time s = {s_lay:.3f}, "
      f"r at p=1: {ratio(f_true, s_lay):.4f}")
for c_i, heal, source, p_lay, r_lay in rows:
    name = "source" if source else "inert "
    print(f"  C_I* = {c_i:.0e} cm-3, length l = {heal:.2f} um, surface {name}: "
          f"p = {p_lay:.4f}, r = {r_lay:.4f}")
print(f"capture radius = {radius*1e7:.1f} nm, D_I C_I* = {dc_i:.0e} cm-1 s-1")
print(f"barrier-free recombination time = {1000*tau:.1f} ms")
print(f"barrier for healing length = depth (C_I* = 1e14 cm-3): {barrier:.3f} eV")
print(f"dose = {dose:.0e} cm-2, initial peak = {peak:.2e} cm-3, "
      f"n_i = {n_i:.0e} cm-3, n/n_i = {n_rel:.3f}")
print(f"silicon consumed = {eaten:.0f} nm, changes s by {100*ds_eaten:.2f} %")
print("all good")
```

Running it gives:

```
pair-model test: error of d2(DC)/dx2 law = 0.32 % of peak
pair-model test: error of Fick form = 4.39 % of peak
bound B(r) for given r (dimensionless):
  r = 0.2  B = 0.0101  s_m = 9.899
  r = 0.4  B = 0.0417  s_m = 4.791
  r = 0.6  B = 0.1000  s_m = 3.000
  r = 0.8  B = 0.2000  s_m = 2.000
series at fixed f = 0.02 (uniform supersaturation s):
  s =  2.0  r = 0.5300  B = 0.0760
  s =  4.0  r = 0.3250  B = 0.0271
  s =  7.0  r = 0.2800  B = 0.0200
  s = 12.0  r = 0.3217  B = 0.0266
  s = 30.0  r = 0.6327  B = 0.1128
example: temperature = 1373.15 K, time = 3600 s, kT = 0.1183 eV
inert diffusivity = 8.0e-15 cm2/s, hidden f = 0.02
layer depth = 2000 nm, initial width = 40 nm
supersaturation: amplitude 4, reach 10 um, fade time 1200 s
s at layer: start 4.275, end 2.637
time means at layer: <s> = 3.1833, <1/s> = 0.3197
fitted width: inert = 85.77 nm, oxidized = 61.39 nm
r from widths = 0.3767, r from time means = 0.3769
upper bound B(r) = 0.0368
upper bound with <s> known, h(S) = 0.0218
lower limit on <s> from r alone, 1/r = 2.654
s_m for this r = 5.113
B if r is 10 % larger = 0.0450, 10 % smaller = 0.0296
r if Fick form held = 0.3767
recombination at layer, mid-time s = 3.071, r at p=1: 0.3805
  C_I* = 1e+14 cm-3, length l = 1.26 um, surface source: p = 1.1295, r = 0.4219
  C_I* = 1e+14 cm-3, length l = 1.26 um, surface inert : p = 1.0037, r = 0.3817
  C_I* = 1e+13 cm-3, length l = 3.99 um, surface source: p = 1.9232, r = 0.6751
  C_I* = 1e+13 cm-3, length l = 3.99 um, surface inert : p = 1.0680, r = 0.4022
capture radius = 0.5 nm, D_I C_I* = 5e+07 cm-1 s-1
barrier-free recombination time = 10.4 ms
barrier for healing length = depth (C_I* = 1e14 cm-3): 0.242 eV
dose = 1e+13 cm-2, initial peak = 9.97e+17 cm-3, n_i = 1e+19 cm-3, n/n_i = 1.051
silicon consumed = 50 nm, changes s by 0.38 %
all good
```
